# Field and Joule Heating in the Voltage–Time Dilemma of Resistive Memories

## The decision: isothermal or not

Before simulating the writing of a resistive memory cell, one must decide whether the ions may be moved at ambient temperature, or whether a heat equation must be solved along with their motion. The isothermal calculation is simpler, and it contains a strongly nonlinear field effect that seems able to separate a fast write from a slow loss of the stored state. Whether it suffices depends on how much of the ratio between retention and write times the field can supply at a realistic voltage.

These notes compute that ratio for one ion on a chain of sites, first with field alone, then with heat alone, then with both. The targets are a mean retention time of ten years, $t_{\rm ret}=3.16\times10^{8}$ s, and a mean write time $t_{\rm w}=10$ ns. Their ratio is $3.16\times10^{16}$, or 16.5 decades.

## The hopping model

An ion of charge $ze$, with $e>0$, sits on a chain of sites with spacing $a$. Neighbouring sites are separated by a barrier $W$, and $\nu$ is the attempt frequency. The state of the cell changes when the ion has moved $N$ sites. Motion is classical and thermally activated, and ions do not interact.

A local field $E$ along the write direction does work $zeaE/2$ on the ion between a site and the barrier top, half a spacing away. To leading order in the field, the forward barrier falls by this amount and the backward barrier rises by it:

$$\Gamma_\pm=\nu\,e^{-(W\mp w)/kT},\qquad w=\frac{zeaE}{2}.$$

With $u=w/kT$, the difference of the two rates is

$$\Gamma_+-\Gamma_-=\nu e^{-W/kT}\left(e^{u}-e^{-u}\right)=2\nu e^{-W/kT}\sinh u .$$

This is the sinh law of field-accelerated hopping.

**Retention.** Without field both rates equal $\Gamma_0=\nu e^{-W/kT_0}$ at the ambient temperature $T_0$. Let $t_n$ be the mean time for an ion at site $n$ to reach either $+N$ or $-N$. It waits $1/(2\Gamma_0)$ on average, then moves to either side with probability one half:

$$t_n=\frac{1}{2\Gamma_0}+\frac{t_{n+1}+t_{n-1}}{2}
\quad\Longrightarrow\quad t_{n+1}-2t_n+t_{n-1}=-\frac1{\Gamma_0}.$$

Since $(n+1)^2-2n^2+(n-1)^2=2$, the solution that vanishes at $n=\pm N$ is $t_n=(N^2-n^2)/(2\Gamma_0)$. Starting in the middle,

$$t_{\rm ret}=\frac{N^2}{2\Gamma_0}=\frac{N^2}{2\nu}\,e^{W/kT_0}.$$

**Writing.** Let $\tau_1$ be the mean time to advance by one site for the first time, with free sites behind the ion. The first hop takes $1/(\Gamma_++\Gamma_-)$ on average. With probability $\Gamma_-/(\Gamma_++\Gamma_-)$ it goes backward, and two advances are then needed:

$$\tau_1=\frac{1}{\Gamma_++\Gamma_-}+\frac{\Gamma_-}{\Gamma_++\Gamma_-}\,2\tau_1 .$$

Multiplying by $\Gamma_++\Gamma_-$ and collecting $\tau_1$ gives $\tau_1(\Gamma_+-\Gamma_-)=1$. The write needs $N$ successive advances, so

$$t_{\rm w}=\frac{N}{\Gamma_+-\Gamma_-}=\frac{N\,e^{W/kT}}{2\nu\sinh u}.$$

Both mean times were tested against direct solutions of the linear equations for finite chains.

## First contribution: the field alone

Let writing take place at $T=T_0$. Dividing the two times,

$$\frac{t_{\rm ret}}{t_{\rm w}}=\frac{N^2e^{W/kT_0}}{2\nu}\cdot\frac{2\nu\sinh u}{N\,e^{W/kT_0}}=N\sinh u .$$

The barrier and the attempt frequency have cancelled. A lower barrier speeds up writing and loss by the same factor, so within this law no choice of $W$ helps. The required field is

$$E=\frac{2kT_0}{zea}\,\operatorname{arsinh}\frac{t_{\rm ret}}{N\,t_{\rm w}} .$$

Take round model parameters: $a=0.3$ nm, $z=2$, $\nu=10^{13}$ Hz, $N=5$ and $T_0=300$ K, so $kT_0=0.02585$ eV. Then $\sinh u=3.16\times10^{16}/5=6.3\times10^{15}$. For so large an argument $\operatorname{arsinh}y\simeq\ln 2y$, which gives $u=37.07$ and

$$E=\frac{2\times0.02585\times37.07}{2\times0.3}\ \text{V/nm}\simeq3.2\ \text{V/nm}.$$

Across a 5 nm filament this is 16 V. For scale, good thin oxides break down at very roughly 1 V/nm. The targets enter through a logarithm, so relaxing them helps little. The product $za$ enters directly: doubling it would halve the field.

### The linear barrier shift is optimistic

At 3.2 V/nm the linear shift must itself be examined. The retention target fixes the barrier:

$$W=kT_0\ln\frac{2\nu t_{\rm ret}}{N^2}=46.98\,kT_0=1.21\ \text{eV}.$$

For a definite landscape, take

$$U(x)=-\frac W2\cos\frac{2\pi x}{a}-zeEx .$$

Setting $U'=0$ gives $\sin(2\pi x/a)=f$, with $f=zeaE/(\pi W)$. For $0<f<1$ the minimum lies at $x_1=(a/2\pi)\arcsin f$ and the next maximum at $x_2=a/2-x_1$. The cosine is $+\sqrt{1-f^2}$ at $x_1$ and $-\sqrt{1-f^2}$ at $x_2$, so the barrier is

$$B=W\sqrt{1-f^2}-zeE\left(\frac a2-2x_1\right)
=W\left[\sqrt{1-f^2}+f\arcsin f\right]-w .$$

The last step uses $2zeEx_1=(zeaE/\pi)\arcsin f=Wf\arcsin f$. The bracket equals 1 at $f=0$, and its derivative is $\arcsin f>0$. The true barrier of this landscape therefore lies above the linear estimate $W-w$. The tilt moves the well and the barrier top towards each other, so the field acts over less than half a spacing.

At 3.2 V/nm the barrier is 0.413 eV instead of 0.256 eV. The excess of 0.157 eV slows the hop by $e^{0.157/0.02585}\approx430$. A transition-state integral over the landscape gives a total factor of 465. Nearly all the rest comes from softening of the well: its curvature scales as $\sqrt{1-f^2}$, hence its frequency as $(1-f^2)^{1/4}=0.93$ for $f=0.50$.

To restore the write time, the barrier must fall to $kT_0\ln(\nu t_{\rm w}/N)=0.256$ eV, backward hops being negligible here. With $\nu$ held fixed, this takes 4.0 V/nm. For the cosine landscape, the sinh law thus understates the field needed.

## Second contribution: the heat

Let the filament have length $\ell$, cross-section $A$, electrical conductivity $\sigma$ and thermal conductivity $\kappa$, all constant. Its ends are held at $T_0$, and heat leaks sideways at a rate $g(T-T_0)$ per unit length. The field is uniform, $E=V/\ell$. In the steady state, the heat conducted into a slice, plus the Joule heat, minus the side loss, is zero:

$$\kappa A\frac{d^2T}{dx^2}+\sigma A\frac{V^2}{\ell^2}-g(T-T_0)=0 .$$

Put $s=x/\ell$, measured from the centre, and $\theta=T-T_0$. Multiplying by $\ell^2/(\kappa A)$,

$$\theta''-m^2\theta+\frac{\sigma V^2}{\kappa}=0,\qquad m^2=\frac{g\ell^2}{\kappa A},\qquad \theta(\pm\tfrac12)=0 .$$

A constant particular solution is $\sigma V^2/(\kappa m^2)$. Adding the even homogeneous solution $\cosh ms$, with its coefficient set by the end condition, gives

$$\theta(s)=\frac{\sigma V^2}{\kappa m^2}\left[1-\frac{\cosh ms}{\cosh(m/2)}\right].$$

Without side loss, $m\to0$, the centre rise tends to $\sigma V^2/(8\kappa)$.

Take $\ell=5$ nm, radius 2.5 nm, $\sigma=2\times10^4$ S/m, $\kappa=2.5$ W/(m K) and $g=4$ W/(m K). Then $m^2=2.04$ and $\sigma/\kappa=8000$ K/V², and the centre warms by

$$8000\times\frac{1-1/\cosh(0.714)}{2.04}\simeq824\ \text{K per V}^2 ,$$

compared with 1000 K per V² without side loss. At the 16 V of the isothermal estimate, this formula would return a rise of about $2\times10^5$ K. That number has no physical meaning except to show that an isothermal write is not available in such a conducting filament.

Heating helps only if it ends with the pulse. After switch-off, the slowest mode is $\cos\pi s$. With heat capacity $c$ per volume it obeys $c\,\partial_t\theta=(\kappa/\ell^2)(\partial_s^2-m^2)\theta$, so its decay time is

$$\tau=\frac{c\,\ell^2}{\kappa(\pi^2+m^2)}=2.5\ \text{ps}\qquad\text{for }c=3\times10^6\ \text{J/(m}^3\,\text{K)}.$$

One net advance during a 10 ns write takes 2 ns, so the ion hardly moves while the filament cools. This assumes that the surroundings remain at $T_0$. If electrodes and oxide warm up too, their slower cooling sets the time.

## Both together

With writing at temperature $T$ and storage at $T_0$, the barrier no longer cancels:

$$\frac{t_{\rm ret}}{t_{\rm w}}=N\,\exp\!\left[\frac Wk\left(\frac1{T_0}-\frac1T\right)\right]\sinh\frac{zeaE}{2kT}.$$

Now $T=T_0+\theta(0)$ and $E=V/\ell$ both follow from the voltage. Solving for a 10 ns write gives $V=1.15$ V, a field of 0.23 V/nm, a current of 91 µA and $T=1396$ K. The check is short. During the pulse $W/kT=10.10$, while $w=0.069$ eV gives $u=0.575$ and $\sinh u=0.607$, so

$$t_{\rm w}=\frac{5\,e^{10.10}}{2\times10^{13}\times0.607}\ \text{s}\simeq1.0\times10^{-8}\ \text{s}.$$

At this field the linear barrier shift is adequate: even at 300 K the landscape rate is only 3% below the linear one.

### Weighing the contributions

Switching each agent on separately at the write condition gives these mean times:

| Field | Heat | Event | Mean time |
|---|---|---|---|
| off | off | escape to either side | 10 years |
| on | off | directed write | $8.7\times10^6$ s |
| off | on | escape to either side | 30 ns |
| on | on | directed write | 10 ns |

The field alone brings the time down to about 100 days, a gain of 1.56 decades. Heating at the same voltage then gives a further factor $8.7\times10^{14}$, or 14.9 decades. The logarithm of the full ratio divides as

$$16.50=\underbrace{0.70}_{\log_{10}N}+\underbrace{16.02}_{\text{heat}}+\underbrace{(-0.22)}_{\log_{10}\sinh u}.$$

The heat term exceeds 14.9 because heating also weakens the field factor: $u$ falls from 2.68 to 0.575, which costs 1.08 decades. The negative last term does not mean that the field slows the ion. Relative to undirected escape at the same temperature, the gain is $N\sinh u=3.0$. Its logarithm, 0.48, is the sum of the first and last terms.

The field's main service in the hot filament is direction. Put $r=\Gamma_-/\Gamma_+=e^{-2u}$. The probability $P_n$ of reaching $+N$ before $-N$ obeys $(\Gamma_++\Gamma_-)P_n=\Gamma_+P_{n+1}+\Gamma_-P_{n-1}$. A constant solves this, and so does $r^n$, because $\Gamma_+r=\Gamma_-$ and $\Gamma_-/r=\Gamma_+$. Imposing $P_{-N}=0$ and $P_N=1$ gives

$$P_0=\frac{1-r^N}{1-r^{2N}}=\frac1{1+r^N}=\frac1{1+e^{-2uN}} .$$

Without field this is one half. Here $2uN=5.75$, and the ion leaves on the intended side with probability 99.7%.

The imbalance in speed has a plain origin. The field subtracts 0.069 eV from a barrier of 1.21 eV, about 6%, whereas heating divides the whole exponent $W/kT$ by 4.65. Whether warming helps at fixed field follows from $v\propto e^{-\beta W}\sinh\beta w$, with $\beta=1/kT$:

$$\frac{d\ln v}{d\beta}=-W+w\coth\beta w .$$

Warming speeds up the write when $W>w\coth u$. The right side grows with temperature at fixed $w$ and is still only 0.13 eV at 1396 K, so the condition holds throughout the heating.

### Shorter and longer pulses

| Write time | Cold voltage | Heated voltage | Temperature |
|---|---|---|---|
| 1000 ns | 13.99 V | 0.89 V | 950 K |
| 100 ns | 14.98 V | 1.00 V | 1129 K |
| 10 ns | 15.97 V | 1.15 V | 1396 K |

In the heated filament, a hundredfold faster write costs 30% more voltage, but also about 450 K more. The temperature that the material can survive therefore limits the speed. Temperature-dependent conductivities would shift these values.

## Where the estimate bends or fails

**Cooler edges.** Let the ion's 1.5 nm path be centred in the filament. At the ends of that path the temperature is 1301 K, not 1396 K. Averaging the inverse local drift velocity over the path lengthens the write from 10 to 12.6 ns. In this estimate, raising the voltage to 1.17 V restores the target. Drift caused by the temperature gradient itself is left out, and it can matter. If the hop rate follows the temperature of the occupied site, an ion that steps back towards a cold end can be trapped there. On a chain that fills the filament, at 1.15 V, about 2% of writes then last longer than 100 ns. The median moves only from 11.3 to 11.7 ns, but the mean rises to about 8 µs, and 1.17 V does not restore it. If the rate follows the temperature at the barrier top instead, the mean is 12.3 ns.

**Reading.** A read voltage of 0.1 V warms the centre by 8 K. This speeds hopping by $\exp[(W/k)(1/300-1/308.2)]\approx3.5$, and the small field adds a bias. The mean time to a directed change of state under continuous reading is 2.5 years; the output calls this the life. If escape to either side counts as loss, as it did for retention, the time is shorter. The mean displacement at escape, $N(2P_0-1)=N\tanh uN$, equals the net hop rate $\Gamma_+-\Gamma_-$ times the mean escape time, so the directed time is multiplied by $\tanh uN$. With $u=0.226$ this factor is 0.81, which gives 2.0 years. The heating that makes writing possible thus also limits the permitted read voltage and duty.

**Spread of times.** Retention here is a mean. Many individual ions escape earlier and others later, so a demand that few cells fail within ten years needs a larger $W$. For the same filament and write time, the write must then be hotter.

**Heat flow at small scale.** Fourier's law with constant $\kappa$ is a rough description over 5 nm. The voltage needed for a given temperature depends on it; the hopping times at a given temperature and field do not. The shifts are not small. Resolving the radial profile raises the rise on the axis to 875 K per V² and lowers the write voltage to 1.12 V. A thermal contact resistance of $10^{-9}$ to $10^{-8}$ m² K/W at the ends gives about 1800 to 3400 K per V², a write voltage of 0.8 to 0.6 V, a temperature of 1460 to 1510 K and a decay time of 6 to 12 ps. The required temperature is thus more robust than the voltage. The filament resistance, 12.7 kΩ, is close to $h/2e^2$, and the current density is $4.6\times10^{12}$ A/m²; screening of the ion's charge and the electron-wind force, which can matter there, are left out.

**Other routes.** The isothermal voltage estimate assumes that storage and writing use the same ion, path and barrier, and that the local field is $V/\ell$. At 1.15 V, a cold write would need the local field to be concentrated about fourteenfold by the linear law, and 17.5-fold for the cosine landscape. Such factors cannot be dismissed in an insulating oxide of high permittivity: the Lorentz estimate $(\varepsilon_r+2)/3$ is 9 for $\varepsilon_r=25$ and 27 for $\varepsilon_r=80$. A factor of 9, with the same heating, would lower the write point to 0.85 V and about 890 K. Nucleation, electrode reactions or collective motion can bring other voltage dependences. The calculation shows that Joule heating is sufficient in this model, not that every device relies on it.

For the decision posed at the start, an isothermal simulation of this cell at its operating voltage would miss the write time by nearly fifteen decades. For a filament that conducts this well throughout the write, the heat equation has to be included. In this model its steady solution is enough, because the filament temperature settles within picoseconds and, with $\sigma$ taken constant, does not depend on the ion's position. In a real cell the conductance changes with the stored state, so heat and ion motion are coupled. With $\sigma$ ten times smaller, 1.15 V gives a write time of about a minute and the target needs 3.3 V; with $\sigma$ a thousand times smaller, heating supplies only about two decades and about 14 V is needed. The numerical output follows.

## Computed results

```
site spacing a = 0.3 nm; ion charge number z = 2
attempt frequency = 1.0e+13 Hz; sites to move N = 5
switching distance L = 1.50 nm
ambient temperature T0 = 300 K; kT0 = 0.02585 eV
retention target = 3.1558e+08 s; write target = 1.0e-08 s
required time ratio = 3.1558e+16
barrier fixed by retention W = 1.2145 eV
W/kT0 = 46.98
--- writing without heating ---
required u = 37.07
required field, linear barrier shift = 3.195 V/nm
voltage over filament length = 15.97 V
cosine barrier at that field = 0.4128 eV
linear barrier at that field = 0.2560 eV
linear rate / landscape rate there = 4.650e+02
required field, cosine barrier = 4.046 V/nm
--- filament ---
length = 5.0 nm; radius = 2.5 nm
sigma = 2.0e+04 S/m; kappa = 2.5 W/(m K)
side loss g = 4.0 W/(m K); heat capacity = 3.0e+06 J/(m^3 K)
side-loss parameter m^2 = 2.037
centre heating coefficient = 824.2 K/V^2
slowest thermal decay time = 2.52 ps
--- writing with heating ---
write voltage = 1.153 V; field = 0.2306 V/nm
centre temperature = 1396 K
current = 90.6 microampere
electronic heat conductivity there = 0.68 W/(m K)
barrier lowering z e a E/2 = 0.0692 eV
W/kT during pulse = 10.10
u cold = 2.676; u hot = 0.575
same voltage without heating: write time = 8.732e+06 s
speed-up by heating at same voltage = 8.732e+14
same temperature without field: escape time = 30.4 ns
landscape/linear rate, this field, T0 = 0.9692
--- decades between retention and writing ---
total = 16.50; number of sites = 0.70
heat = 16.02; field at hot temperature = -0.22
cold, same voltage: total = 1.56
--- write time: voltage cold, voltage heated, temperature ---
  1000 ns: 13.99 V, 0.888 V, 950 K
   100 ns: 14.98 V, 1.003 V, 1129 K
    10 ns: 15.97 V, 1.153 V, 1396 K
--- limits ---
edge temperature of switching region = 1301 K
write time with temperature profile = 12.61 ns
voltage restoring the write target = 1.170 V
read voltage = 0.1 V; centre = 308.2 K
life under continuous reading = 2.50 years
```
